# The Helmholtz Relation for a Polar Monolayer on Silicon, part 2

A polar layer on silicon changes the work function $\Phi$. Which dipole moment enters the formula, that of an isolated group or that of a group in the finished layer, and does a permittivity belong there?

Hartree atomic units are used, with $e=1$, electron charge $-1$ and $4\pi\varepsilon_0=1$. The $z$ axis points from the silicon into the vacuum. Let $\rho$ and $V$ be the differences in charge density and electrostatic potential, covered minus reference surface. A bar denotes the average over the surface cell, and $F=-d\bar V/dz$ is the averaged field. If $\bar\rho$ is neutral in total and confined to $z_1<z<z_2$, with no field below, the potential step is

$$
\bar V(z_2)-\bar V(z_1)=4\pi P,\qquad P=\int_{z_1}^{z_2}z\,\bar\rho(z)\,dz .
\tag{10}
$$

No permittivity appears, because $\rho$ already contains the electronic response. With $N$ groups per area, $P=N\mu$ defines the normal dipole $\mu$ per group, positive when the positive end faces the vacuum. For a rigid group of dipole magnitude $m$, tilted by $\theta$ from the normal,

$$
\mu=m\cos\theta .
\tag{11}
$$

The energy $E_{\rm vac}$ of an electron at rest just outside, relative to the silicon below the layer, changes in SI units by

$$
\Delta E_{\rm vac}=-\frac{eN\mu}{\varepsilon_0}.
\tag{14}
$$

With $B$ the upward band bending, an energy, the work function changes in atomic units by

$$
\boxed{\;\Delta\Phi=-4\pi N\mu+\Delta B\;}
\tag{16}
$$

The example is unreconstructed Si(111) with one group per outer atom. The sites form a hexagonal lattice of spacing $s=7.2571$ bohr and density $N=0.021925\ {\rm bohr^{-2}}$. Lateral variations of the potential decay exponentially away from the layer, the slowest with $G=4\pi/(\sqrt3\,s)$.

The numerical output at the end also lists earlier tests of the step: a smooth layer made of three overlapping Gaussian charge layers, a hexagonal layer of tilted charge pairs, and, for upright pairs, the potential difference between positions above a site and above a hollow.

### The dipole in the finished layer

The polar group is a model, not a named molecule. It has a dipole of magnitude $0.40\,e$ bohr, tilted by $60^\circ$ from the normal. Equation (11) gives the normal dipole of an isolated group,

$$
\mu_0=0.40\cos60^\circ=0.20\ e\,{\rm bohr}.
$$

The reference surface is one on which this dipole is absent. If instead one termination replaces another at every site, the layer dipole $N\mu$ of the old termination must be subtracted from that of the new one. After a partial replacement, the old groups that remain still contribute and interact with the new ones, so the moment $P$ of the whole mixed layer is needed.

In the layer, each group sits in the field of the others. A normal dipole $\mu$ at the origin has the potential $\mu z/r^3$, with $r^2=x^2+y^2+z^2$. Its field along $z$ is

$$
F_z=-\frac{\partial}{\partial z}\frac{\mu z}{r^3}
=-\mu\left(\frac1{r^3}-\frac{3z^2}{r^5}\right).
\tag{18}
$$

In the plane $z=0$, at lateral distance $R$, this is $-\mu/R^3$. It is opposite to the dipole, because the field lines that leave the positive end upward return downward beside it. The contributions of all other sites add to

$$
F_{\rm loc}=-\mu S,\qquad S=\sum_{\rm other\ sites}\frac1{R^3}.
\tag{19}
$$

The lateral dipole components of the tilted groups do not change this. A dipole $m_x$ along $x$ has the potential $m_xx/r^3$ and the normal field $3m_xxz/r^5$, which is zero in the plane $z=0$.

Let $\alpha$ be the polarizability of a group along the normal. The field induces an additional dipole $\alpha F_{\rm loc}$. All groups are equivalent, so the same $\mu$ stands on both sides of

$$
\mu=\mu_0-\alpha S\mu .
\tag{20}
$$

Collecting the terms in $\mu$ gives $\mu(1+\alpha S)=\mu_0$, or

$$
\mu=\frac{\mu_0}{1+\alpha S}.
\tag{21}
$$

Inserted into the dipole term of Eq. (16), this reads

$$
-4\pi N\mu=-\frac{4\pi N\mu_0}{1+\alpha S}.
\tag{22}
$$

The factor $1+\alpha S$ plays the part of an effective permittivity of the layer. It accompanies the isolated dipole $\mu_0$. If $\mu$ has been taken from a calculation on the whole layer, the depolarization is already in it, and dividing again would count it twice. This answers the question raised at the start: use the dipole of the finished layer without a permittivity. The isolated dipole divided by $1+\alpha S$ replaces it only within the point-dipole model, whose limits are given in the last section.

### The lattice sum

All distances scale with the spacing, so a hexagonal layer has $S=C/s^3$ with a pure number $C$. The first three shells of neighbours contain six sites each, at distances $s$, $\sqrt3s$ and $2s$. They contribute $6+1.15+0.75=7.90$. The remainder converges slowly. Beyond a radius of $L$ spacings the sites can be treated as continuous, with density $2/\sqrt3$ in units of $s^{-2}$. The tail is then

$$
\int_L^\infty\frac{2}{\sqrt3}\,\frac{2\pi r\,dr}{r^3}=\frac{4\pi}{\sqrt3\,L}.
\tag{23}
$$

A direct sum completed with this tail gives $C=11.03418$.

This value was tested by another route. A result of number theory, used here for the check alone, says how many hexagonal lattice vectors have the squared length $n$ in units of $s^2$. The number is six times the sum of $c(d)$ over all divisors $d$ of $n$. Here $c(d)$ is $1$, $-1$ or $0$ when $d$ leaves the remainder 1, 2 or 0 on division by 3. Writing $n=kd$ separates the sum:

$$
C=6\sum_{n\ge1}\frac1{n^{3/2}}\sum_{d|n}c(d)
=6\left(\sum_{k\ge1}\frac1{k^{3/2}}\right)\left(\sum_{d\ge1}\frac{c(d)}{d^{3/2}}\right).
\tag{24}
$$

Both factors can be evaluated through zeta functions, and their product again gives $11.03418$.

### Full and one-third coverage

Let the normal polarizability be $\alpha=20\ {\rm bohr^3}$, and let a lateral field induce no normal dipole. At full coverage,

$$
S=\frac{11.03418}{(7.2571)^3}=0.02887\ {\rm bohr^{-3}},\qquad
1+\alpha S=1.577,
$$

$$
\mu=\frac{0.2000}{1.5774}=0.1268\ e\,{\rm bohr}.
$$

Equation (21) was tested by solving the coupled equations for all dipoles on finite hexagonal patches, where the groups near the edge are not equivalent to those inside. The dipole at the centre, extrapolated to infinite radius, is also $0.1268\,e$ bohr. With unchanged band bending, the work function changes by

$$
\Delta\Phi=-4\pi(0.021925)(0.12679)=-0.0349\ {\rm hartree}=-0.951\ {\rm eV}.
\tag{25}
$$

A separate evaluation of Eq. (14) in SI units gives the same $-0.951$ eV. The isolated dipole without depolarization would give $-0.0551$ hartree. Depolarization removes $1-1/1.5774=37\%$ of that value.

Now let one third of the sites carry a group, in an ordered hexagonal pattern, while the other sites have neither a dipole nor a polarizability. The area per group is three times larger, so the spacing grows by $\sqrt3$ to $12.570$ bohr, and $N$ falls to $0.007308\ {\rm bohr^{-2}}$. The lattice sum falls by $3^{3/2}=5.196$ to $0.005556\ {\rm bohr^{-3}}$. Then $1+\alpha S=1.111$, $\mu=0.1800\,e$ bohr, and

$$
\Delta\Phi=-4\pi(0.007308)(0.1800)=-0.0165\ {\rm hartree}=-0.450\ {\rm eV}.
\tag{26}
$$

Tripling the coverage multiplies the change by $3\times1.1111/1.5774=2.11$, not by 3. The effective permittivity depends on the arrangement of the groups and is not a constant of the material.

The arrangement matters even at fixed coverage. Suppose the same number of groups gathers in large islands of full local density. Groups near an edge have fewer neighbours, and by Eq. (23) the missing part of the lattice sum falls off only as the inverse distance to the edge; in an island of about 500 groups the mean dipole is still some 6% above the full-layer value. In the limit of very large islands, each group has $\mu=0.1268\,e$ bohr, and the change averaged over the surface is $-0.03493/3=-0.0116$ hartree. The ordered dilute layer gives $-0.0165$ hartree.

Within this model the change can even pass through a maximum. Let the spacing of a hexagonal layer vary freely and write $x=\alpha S$. Since $S\propto s^{-3}\propto N^{3/2}$, we have $N\,dx/dN=3x/2$. The size of the dipole term is proportional to $N/(1+x)$, and

$$
\frac{d}{dN}\,\frac{N}{1+x}=\frac{1+x-\tfrac32x}{(1+x)^2}=\frac{1-\tfrac12x}{(1+x)^2}.
\tag{27}
$$

It grows with density as long as $\alpha S<2$. Beyond that point, each added group weakens the others by more than it contributes. The full layer here has $\alpha S=0.577$ and lies on the growing side. This maximum counts the normal polarizability only. A uniform lateral dipole feels a field $+S/2$ times itself, as shown in the last section. If the group is as polarizable along the surface as along the normal, the lateral factor $1-\alpha S/2$ vanishes at the same $\alpha S=2$, and the point-dipole model breaks down there. Closer packing or larger polarizability makes the description of groups as point dipoles less secure, so a predicted maximum would need a calculation with extended charge densities.

### Band bending from a small surface charge

The termination may also change the charge held in surface states. Consider silicon with a uniform density $n$ of ionized donors, depleted of mobile electrons from the surface at $z=0$ down to $z=-w$. The positive charge $nw$ per area is balanced by a negative charge $-nw$ at the surface. The edge of the depleted region is taken as sharp, which requires a band bending large compared with the thermal energy.

Here the donor charge is written explicitly, while the response of the silicon is described by its permittivity $\epsilon$. The averaged field obeys $\epsilon\,dF/dz=4\pi n$ and vanishes at $z=-w$, so $F=4\pi n(z+w)/\epsilon$. The potential at the surface relative to the bulk is

$$
V(0)-V(-w)=-\frac{4\pi n}{\epsilon}\int_{-w}^{0}(z+w)\,dz=-\frac{2\pi nw^2}{\epsilon}.
\tag{28}
$$

The electron energy has the opposite sign, and the bands bend upward by

$$
B=\frac{2\pi nw^2}{\epsilon}.
\tag{29}
$$

This permittivity does not conflict with its absence from Eq. (10). The donors have the mean position $-w/2$ and the surface charge lies at $z=0$, so the explicit charges have the moment $-nw^2/2$ per area. The silicon is polarized with a dipole density $(\epsilon-1)F/4\pi$. Integrated over the depleted region, this gives $(\epsilon-1)nw^2/(2\epsilon)$. The total is

$$
P=-\frac{nw^2}{2}\left(1-\frac{\epsilon-1}{\epsilon}\right)=-\frac{nw^2}{2\epsilon},
\tag{30}
$$

and $-4\pi P$ reproduces Eq. (29). Band bending is the Helmholtz step of the space charge, once the bound charge has been counted.

Take the round values $\epsilon=12$, $n=10^{-9}\ {\rm bohr^{-3}}$ and $w=4000$ bohr. Then

$$
B=\frac{2\pi\,(10^{-9})(4000)^2}{12}=0.00838\ {\rm hartree}=0.228\ {\rm eV}.
\tag{31}
$$

At room temperature the thermal energy is $0.026$ eV, about a ninth of this value, so the sharp edge is only an approximation here. For the same surface charge, the gradual edge of a real depletion layer raises the bending by about one thermal energy.

The surface charge that causes the bending is $nw/N=4\times10^{-6}/0.021925=1.8\times10^{-4}$ electron charges per silicon site. Such a small charge matters because of its long lever arm. By Eq. (30), it acts like a dipole of this charge times $w/(2\epsilon)=167$ bohr, or $0.030\,e$ bohr per site, pointing inward. The polar group has $0.127\,e$ bohr, pointing outward.

If the reference surface has flat bands and the full polar layer comes with this depletion, Eq. (16) gives

$$
\Delta\Phi=-0.0349+0.0084=-0.0266\ {\rm hartree}=-0.723\ {\rm eV}
\tag{32}
$$

(the sum is formed before rounding). A numerical solution of Poisson's equation with donors, surface charge and dipole layer together gives the same value. A measured change of work function therefore does not determine the dipole by itself; the band bending must be known separately.

### Limits of the layer model

Equation (16) needs no model of the group, provided that $\mu$ is taken from the actual charge density of the layer. Equation (21) is narrower. It treats the groups as point dipoles in one plane, all equivalent, and neglects any coupling by which a normal field induces a lateral dipole or the reverse.

This coupling can matter for tilted groups. If all of them lean the same way along $x$, their lateral dipoles $m\sin\theta$ produce at each site the lateral field $+\tfrac12Sm\sin\theta$, because the sum of $3x^2/R^5-1/R^3$ over a hexagonal layer is $S/2$. The normal field is $-Sm\cos\theta$. For a group that is polarizable only along its own axis, the field component along this axis counts, which is $Sm(\tfrac12\sin^2\theta-\cos^2\theta)$. At $\theta=60^\circ$ it equals $+Sm/8$, and the neighbours then strengthen the dipole instead of weakening it.

Equation (21) also neglects the substrate's response to the field of the layer. The averaged field of an infinite layer vanishes below it, so the silicon sees only the laterally varying part, which decays as $e^{-Gd}$ with the distance $d$ below the dipoles. For groups bonded directly to the surface, $d$ is shorter than the spacing, and this response need not be small. It is larger for the ordered one-third layer, whose $G$ is smaller by $\sqrt3$, so the ratio 2.11 between the two coverages also holds only when the substrate response is neglected. Charge displaced along the bond between group and silicon is missing as well, unless it is included in $\mu_0$. The total moment of one group on a finite piece of silicon cannot simply be used for this purpose. It also contains the polarization of that piece by the group's field, whose average vanishes below an infinite layer. When these effects matter, the charge density of the covered surface has to be calculated as a whole and its moment inserted in Eq. (10). The values behind the example are collected in the numerical output.

## Calculated quantities

```
INPUTS AND SITE LATTICE
silicon lattice parameter: 10.26314 bohr
Si(111) site spacing: 7.25714 bohr
Si(111) site density: 0.021925 bohr^-2
site density by counting: 0.021919 bohr^-2
group dipole magnitude: 0.40 e bohr
tilt from normal: 60.0 degrees
isolated normal dipole mu0: 0.2000 e bohr
normal polarizability: 20.0 bohr^3
TESTS OF THE STEP
smooth layer, Poisson solution: 1.256637 hartree/e
smooth layer, dipole formula: 1.256637 hartree/e
tilted pairs, Coulomb sum: 0.055103 hartree/e
tilted pairs, dipole formula: 0.055103 hartree/e
site-hollow variation/step at 1 spacing: 3.316e-03
its decay from 1 to 1.5 spacings, sum: 0.02656
same decay, exponential formula: 0.02658
DEPOLARIZATION
hexagonal constant C, direct sum: 11.03418
hexagonal constant C, zeta form: 11.03418
full layer dipole, finite patches: 0.12679 e bohr
full: group density: 0.021925 bohr^-2
full: group spacing: 7.2571 bohr
full: lattice sum S: 0.028870 bohr^-3
full: factor 1+alpha*S: 1.5774
full: dipole in layer: 0.12679 e bohr
full: change without depolarization: -0.05510 hartree
full: change with depolarization: -0.03493 hartree
full: same, converted: -0.951 eV
one-third: group density: 0.007308 bohr^-2
one-third: group spacing: 12.5697 bohr
one-third: lattice sum S: 0.005556 bohr^-3
one-third: factor 1+alpha*S: 1.1111
one-third: dipole in layer: 0.18000 e bohr
one-third: change without depolarization: -0.01837 hartree
one-third: change with depolarization: -0.01653 hartree
one-third: same, converted: -0.450 eV
ratio of changes, full/one-third: 2.113
SI evaluation, full layer: -0.951 eV
step for 1 debye and 1e14 cm^-2: 0.3767 V
BAND BENDING
model permittivity: 12.0
donor density: 1.0e-09 bohr^-3
depletion depth: 4000 bohr
negative surface charge per site: 1.824e-04 e
upward band bending: 0.00838 hartree
same, converted: 0.228 eV
full layer plus bending, formula: -0.02656 hartree
full layer plus bending, Poisson: -0.02656 hartree
same total, converted: -0.723 eV
```
